\section*{Orbital-Optimized MP2 from the Coupled-Cluster Doubles Lagrangian, part 2}

The problem is to make the second-order energy of coupled-cluster doubles (CCD) stationary in the orbitals as well as in the amplitudes. Spin orbitals are real and orthonormal: $i,j,k,l$ are occupied in the determinant $|0\rangle$, $a,b,c,d$ empty, $p,q,r,s$ any. An orbital's letter also denotes its annihilation operator, $\langle X\rangle$ means $\langle 0|X|0\rangle$, and $\{\dots\}$ is normal order.

The Hamiltonian, with one-body elements $h_{pq}$ and antisymmetrized integrals $\langle pq\|rs\rangle$, is $H=E_{\rm ref}+F+W$, where $E_{\rm ref}=\sum_i h_{ii}+\tfrac12\sum_{ij}\langle ij\|ij\rangle$, $F=\sum_{pq}f_{pq}\{p^\dagger q\}$, $f_{pq}=h_{pq}+\sum_k\langle pk\|qk\rangle$, and $W=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{p^\dagger q^\dagger s\,r\}$.

With $T=\tfrac14\sum_{ijab}t_{ij}^{ab}\,a^\dagger b^\dagger j\,i$ and $\Lambda=\tfrac14\sum_{ijab}\lambda_{ij}^{ab}\,i^\dagger j^\dagger b\,a$, both antisymmetric in $ij$ and in $ab$, the full CCD Lagrangian is
\begin{align}
L={}&E_{\rm ref}+\langle WT\rangle+\langle\Lambda W\rangle+\langle\Lambda[F,T]\rangle\nonumber\\
&+\langle\Lambda[W,T]\rangle+\tfrac12\langle\Lambda[[W,T],T]\rangle .
\label{eq:full}
\end{align}
Counting $W$, $T$ and $\Lambda$ as first order, the second line (third and fourth order) is dropped. Stationarity then gives $\Lambda=T^\dagger$, and the Lagrangian becomes the Hylleraas functional
\begin{equation}
J[t]=E_{\rm ref}+2\,w\cdot t+t\cdot At .
\label{eq:J}
\end{equation}
Here $w_{ij}^{ab}=\langle ij\|ab\rangle$, $u\cdot v=\tfrac14\sum_{ijab}u_{ij}^{ab}v_{ij}^{ab}$ runs over independent doubles, and the symmetric matrix $A$ is
\begin{equation}
(At)_{ij}^{ab}=\sum_c\left(f_{ac}t_{ij}^{cb}+f_{bc}t_{ij}^{ac}\right)
-\sum_k\left(f_{ki}t_{kj}^{ab}+f_{kj}t_{ik}^{ab}\right).
\label{eq:A}
\end{equation}
When $f_{ij}$ and $f_{ab}$ are diagonal with eigenvalues $\varepsilon_i$ and $\varepsilon_a$, $A$ has the diagonal elements $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. In operator form $w\cdot t=\langle WT\rangle=\langle T^\dagger W\rangle$ and $t\cdot At=\langle T^\dagger FT\rangle$. $J$ is stationary in $t$ when $At+w=0$, a minimum if $A$ is positive definite, and there
\begin{equation}
J=E_{\rm ref}+w\cdot t=E_{\rm ref}-w\cdot A^{-1}w .
\label{eq:relaxed}
\end{equation}
Part (d) showed that this minimum property does not make $J$ an upper bound to the lowest eigenvalue of $H$.

\subsection*{(f) Write $J$ as a sum over integrals and Fock-matrix elements, and interpret the coefficients of $f_{pq}$.}

\textit{Solution.} In $t\cdot At$ the two terms with $f$ between empty orbitals are equal, by the antisymmetry of $t$ in its upper indices. The two terms with $f$ between occupied orbitals are equal likewise. Hence
\begin{equation}
t\cdot At=\tfrac12\sum_{ijabc}f_{ab}\,t_{ij}^{ac}t_{ij}^{bc}
-\tfrac12\sum_{ijkab}f_{ij}\,t_{ik}^{ab}t_{jk}^{ab}.
\end{equation}
With the definitions
\begin{equation}
\gamma'_{ab}=\tfrac12\sum_{ijc}t_{ij}^{ac}t_{ij}^{bc},\qquad
\gamma'_{ij}=-\tfrac12\sum_{kab}t_{ik}^{ab}t_{jk}^{ab},\qquad
\gamma'_{ai}=\gamma'_{ia}=0,
\label{eq:gamma}
\end{equation}
and $2w\cdot t=\tfrac12\sum\langle ij\|ab\rangle t_{ij}^{ab}$, the functional reads
\begin{equation}
J=E_{\rm ref}+\tfrac12\sum_{ijab}\langle ij\|ab\rangle t_{ij}^{ab}
+\sum_{pq}f_{pq}\gamma'_{pq}.
\label{eq:Jdens}
\end{equation}
The matrix $\gamma'$ is the second-order change of the occupations. Its trace over empty orbitals is $\tfrac12\sum(t_{ij}^{ab})^2=2\,t\cdot t$, which is two electrons for each double excitation, weighted by the squared amplitude. The trace over occupied orbitals is the negative of this, so the number of electrons is conserved.

\subsection*{(g) Derive the derivative of the energy with respect to a rotation that mixes $i$ with $a$. Why are no derivatives of the amplitudes needed, and why may other rotations be ignored?}

\textit{Solution.} Let the orbital coefficients change as $C\to C\exp K$ with $K_{ai}=x_{ai}=-K_{ia}$. The matrix $K$ is antisymmetric, so the orbitals stay orthonormal. To first order
\begin{equation}
\delta\varphi_i=\sum_ax_{ai}\varphi_a,\qquad
\delta\varphi_a=-\sum_ix_{ai}\varphi_i .
\label{eq:delta}
\end{equation}
A rotation within the occupied set changes $|0\rangle$ at most by a sign. It leaves $E_{\rm ref}$, $F$ and $W$ unchanged as operators, and the space spanned by the doubles as well. A rotation within the empty set does the same. The energy with solved amplitudes is therefore unaffected, and such rotations need no condition.

The amplitudes depend on the orbitals, so the total derivative is
\begin{equation}
\frac{dJ}{dx_{ai}}=\left.\frac{\partial J}{\partial x_{ai}}\right|_t
+\frac{\partial J}{\partial t}\cdot\frac{dt}{dx_{ai}} .
\end{equation}
The second term vanishes because $J$ is stationary in $t$. It remains to differentiate the three parts of (\ref{eq:Jdens}) at fixed $t$.

\textit{Reference energy.} The orbital $i$ occurs twice in $h_{ii}$, which gives $2h_{ai}$. The sum $\tfrac12\sum\langle ij\|ij\rangle$ has four equivalent positions, which gives $2\sum_j\langle aj\|ij\rangle$. Together they make $2f_{ai}$.

\textit{Pair term.} In $\tfrac12\sum\langle ij\|ab\rangle t_{ij}^{ab}$ the two occupied positions contribute equally, and so do the two empty ones. The factor $2$ cancels the prefactor $\tfrac12$. By (\ref{eq:delta}), varying an occupied orbital puts $a$ in place of $i$ with a plus sign, and varying an empty one puts $i$ in place of $a$ with a minus sign:
\begin{equation}
\sum_{jbc}\langle aj\|bc\rangle t_{ij}^{bc}-\sum_{jkb}\langle jk\|ib\rangle t_{jk}^{ab}.
\end{equation}

\textit{Fock term, outer indices.} Since $f$ and $\gamma'$ are symmetric, varying $p$ and varying $q$ in $\sum f_{pq}\gamma'_{pq}$ give the same result. The occupied block yields $2\sum_jf_{aj}\gamma'_{ji}$ and the empty block $-2\sum_b\gamma'_{ab}f_{bi}$.

\textit{Fock term, mean field.} The sum $\sum_k\langle pk\|qk\rangle$ inside $f_{pq}$ also changes, because the occupied orbitals $k$ rotate. The coefficient of $x_{ai}$ is $\langle pa\|qi\rangle+\langle pi\|qa\rangle$. For real orbitals $\langle pi\|qa\rangle=\langle qa\|pi\rangle$. After contraction with the symmetric $\gamma'_{pq}$ both terms are equal and give $2\sum_{pq}\gamma'_{pq}\langle pa\|qi\rangle$.

The orbital gradient is the sum of these pieces:
\begin{align}
g_{ai}={}&2f_{ai}+2\sum_jf_{aj}\gamma'_{ji}-2\sum_b\gamma'_{ab}f_{bi}
+2\sum_{pq}\gamma'_{pq}\langle pa\|qi\rangle\nonumber\\
&+\sum_{jbc}\langle aj\|bc\rangle t_{ij}^{bc}
-\sum_{jkb}\langle jk\|ib\rangle t_{jk}^{ab}.
\label{eq:g}
\end{align}
Orbital-optimized MP2 (OMP2) is the simultaneous solution of
\begin{equation}
At+w=0,\qquad g_{ai}=0 .
\label{eq:omp2}
\end{equation}
Although $f_{ai}$ is absent from $J$ apart from its role as the slope of $E_{\rm ref}$, it enters the gradient, because a rotation mixes $f_{ai}$ into the elements $f_{ij}$ and $f_{ab}$ that $J$ contains.

Formula (\ref{eq:g}) was tested at orbitals that were not optimized, against finite differences of $E_{\rm ref}+w\cdot t$ with the amplitudes solved again at every displaced point. The largest gradient element was $0.99$, in the energy unit of part (i), and the largest deviation was $7\times10^{-12}$. The agreement confirms that the amplitude response may be left out.

\subsection*{(h) How far are the OMP2 orbitals from the Hartree--Fock orbitals when $W$ is weak, and how much energy is gained? How does the energy respond to an external field? When does the method fail?}

\textit{Solution.} Start from Hartree--Fock orbitals, where $f_{ai}=0$. In (\ref{eq:g}) the terms with $f$ vanish. The terms with one integral and one amplitude are of second order in $W$, and the term with $\gamma'$ is of third order. The gradient is thus of second order, and it is in general not zero.

The leading curvature comes from the one-body part. With diagonal $f$, the rotated orbital is $\varphi_i'=\varphi_i+\sum_ax_{ai}\varphi_a-\tfrac12\sum_{ja}x_{aj}x_{ai}\varphi_j+\dots$, and
\begin{equation}
\sum_i\langle\varphi_i'|f|\varphi_i'\rangle=\sum_i\varepsilon_i
+\sum_{ai}x_{ai}^2(\varepsilon_a-\varepsilon_i)+\dots
\end{equation}
Corrections to this curvature contain $W$. Minimizing $\sum_{ai}[g_{ai}x_{ai}+(\varepsilon_a-\varepsilon_i)x_{ai}^2]$ gives, to leading order,
\begin{equation}
x_{ai}\approx-\frac{g_{ai}}{2(\varepsilon_a-\varepsilon_i)},\qquad
E_{\rm OMP2}-E_{\rm MP2}\approx-\sum_{ai}\frac{g_{ai}^2}{4(\varepsilon_a-\varepsilon_i)} .
\label{eq:est}
\end{equation}
The rotation is of second order and the energy gain of fourth order. For weak $W$ and an open gap, OMP2 and MP2 nearly coincide. The gain is only one part of the fourth-order energy. The terms dropped from the CCD Lagrangian begin at third order and contribute at fourth order as well, and triple excitations are absent altogether.

At the OMP2 solution $f_{ai}$ does not vanish in general. Instead, $2f_{ai}$ balances the remaining terms of (\ref{eq:g}). The determinant gives up some of its own energy so that the pair energy can fall by more.

Add a one-body perturbation $\mu\sum_{pq}d_{pq}p^\dagger q$ to $H$, expressed in a basis that does not itself depend on $\mu$. Since $J$ is stationary in $t$ and in the orbitals, only the explicit dependence on $\mu$ contributes to the first derivative. It enters through $h_{ii}$ in $E_{\rm ref}$ and through $h_{pq}$ in $f_{pq}$:
\begin{equation}
\frac{dE}{d\mu}=\sum_id_{ii}+\sum_{pq}\gamma'_{pq}d_{pq}.
\end{equation}
The matrix with elements $\delta_{ij}+\gamma'_{ij}$ and $\gamma'_{ab}$ is therefore the one-electron density matrix of OMP2. For MP2 with Hartree--Fock orbitals $g_{ai}\neq0$, and the response of the orbitals to the field has to be added.

The derivation needs a nonsingular $A$, and the minimum in $t$ needs a positive one. The solved functional is $E_{\rm ref}-w\cdot A^{-1}w$. If a rotation can bring some $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$ towards zero from above while the matching integral stays nonzero, the energy falls without limit. The functional is then unbounded below in the orbitals, and an OMP2 solution can at best be a local minimum. The counting of the amplitudes as first order requires denominators that are large compared with the integrals.

\subsection*{(i) Apply the equations to an open chain of four sites with four electrons.}

The site energies are $0,1,0,2$, the repulsion of two electrons on one site is $2$, and that between electrons on neighbouring sites is $0.5$. Electrons hop between neighbouring sites, and all energies are in units of the hopping. These are round model parameters. Both spins share the same spatial orbitals.

\textit{Solution.} There are eight spin orbitals, four of them occupied. The independent doubles number $\binom42\binom42=36$. The Hartree--Fock energy is $0.783121$, and MP2 with these orbitals gives $0.684943$. The largest element of $g_{ai}$ is then $0.124$, so the Hartree--Fock orbitals are not stationary for the second-order energy.

Solving (\ref{eq:omp2}) gives $E_{\rm ref}=0.787797$, $\langle WT\rangle=\langle T^\dagger W\rangle=-0.107434$ and $\langle T^\dagger FT\rangle=0.107434$. The Hylleraas functional is
\begin{equation}
J=0.787797-2(0.107434)+0.107434=0.680363 .
\end{equation}
Relative to MP2, the determinant energy has risen by $0.787797-0.783121=0.00468$. The pair energy has gone from $0.684943-0.783121=-0.098178$ to $-0.107434$, a fall of $0.00926$. The net gain is $0.0046$. The largest $|f_{ai}|$ is now $0.064$, while $g_{ai}$ vanishes to rounding error.

The largest rotation parameter is $0.028$ rad. For comparison with (\ref{eq:est}), take the gap from the lowest eigenvalue of $A$, which is $3.997$ at the OMP2 orbitals and serves here in place of the Hartree--Fock value. With equal orbitals for both spins, this eigenvalue belongs to the promotion of both electrons from the highest occupied to the lowest empty level, so the gap is $3.997/2=2.00$. The leading-order estimate then allows rotations up to $0.124/(2\times2.00)=0.031$ rad, which is of the size found.

The trace of $\gamma'_{ab}$ is $0.0388$ electrons, about one per cent of the four. It equals $2\,t\cdot t$, so $t\cdot t=0.0194$. The mean promotion energy of the doubles, weighted by the squared amplitudes, is
\begin{equation}
\frac{t\cdot At}{t\cdot t}=\frac{0.1074}{0.0194}=5.5 ,
\end{equation}
which lies above the lowest eigenvalue of $A$, as it must. The lowest eigenvalue of the orbital Hessian is $4.5$ for rotations that keep the spatial orbitals equal, and $2.3$ for all real rotations between occupied and empty spin orbitals. The solution is therefore a local minimum in both senses.

The effect of the truncation can be followed in steps. At the OMP2 orbitals and amplitudes, with $\Lambda=T^\dagger$, the dropped terms are $-0.00251$ in third order and $+0.00115$ in fourth order, together $-0.00136$. The fourth-order term is almost half as large as the third-order one, and the two amount to about 2 and 1 per cent of the pair energy. Solving the full CCD equations in the same orbitals gives $0.677473$, which is $0.00289$ below OMP2. The part not explained by the dropped terms at fixed amplitudes, $-0.00289+0.00136=-0.00153$, comes from the change of the amplitudes. Optimizing the orbitals for CCD lowers the energy by a further $0.00026$, to $0.677214$.

In full CCD at the OMP2 orbitals, the norm of $\lambda-t$ is $1.2$ per cent of that of $t$. The relation $\Lambda=T^\dagger$ is thus a good approximation in this model, but no longer an identity.

Full diagonalization of the model Hamiltonian gives $0.676524$. The deviations from it are $0.0084$ for MP2, $0.0038$ for OMP2 and $0.0007$ for orbital-optimized CCD. Orbital optimization removes more than half of the MP2 error in this case. The share is not general. By part (h) the gain is of fourth order in $W$, while the neglected terms begin at third order, so for a nonzero third-order energy the share tends to zero as $W$ is scaled down. When the third-order energy is small compared with the fourth-order one, this limit is reached only for very weak $W$. All three energies lie above the lowest eigenvalue, but for OMP2 part (d) shows that the functional does not guarantee this. The values are listed in the numerical output below.

\section*{Computed values}
\begin{verbatim}
All energies in units of the hopping
hopping                               1.0
site energies                         [0. 1. 0. 2.]
on-site repulsion                     2.0
neighbour repulsion                   0.5
number of electrons                   4
number of independent doubles         36
-- energies
HF energy                             0.78312120
MP2 energy, HF orbitals               0.68494277
OMP2 energy                           0.68036263
OMP2 minus MP2                        -0.00458014
CCD energy, OMP2 orbitals             0.67747332
orbital-optimized CCD energy          0.67721441
full diagonalization, lowest energy   0.67652392
-- Hylleraas functional at the OMP2 solution
E_ref                                 0.78779663
<W T>                                 -0.10743400
<T+ W>                                -0.10743400
<T+ F_N T>                            0.10743400
lowest eigenvalue of A                3.997494
trace of gamma'_ab (electrons)        0.038777
trace of gamma'_ij (electrons)        -0.038777
-- orbitals
largest |f_ai|, OMP2 orbitals         0.064414
largest |g_ai|, OMP2 orbitals         1.1e-15
largest |g_ai|, HF orbitals           0.124428
largest rotation parameter (rad)      0.027902
lowest Hessian value, restricted      4.516842
lowest Hessian value, all real rot.   2.312739
-- terms dropped from the CCD Lagrangian, at OMP2 amplitudes
third order <T+[W,T]>                 -0.00251056
fourth order <T+[[W,T],T]>/2          0.00114972
-- Lam versus T+ in full CCD
|Lam-T+|/|T|, OMP2 orbitals           0.011645
ratio of |Lam-T+| on halving W        8.0046
-- gradient test at general orbitals
largest |g_ai|                        0.993673
largest error against differences     7.2e-12
\end{verbatim}
